# How film thickness limits the spin current from a spin-Hall film: a numerical check

```python
"""
Result under test: a spin-Hall film of thickness d and spin diffusion length
lam, next to a perfect spin absorber, delivers the fraction 1 - sech(d/lam)
of the spin current delivered by a very thick film at equal charge current
density. For d = 5 nm and lam = 1.5 nm this is about 93 percent.

Symbols: sigma = charge conductivity, theta = spin-Hall angle,
j_c = in-plane charge current density, J0 = theta*j_c,
V_s = V_up - V_down = spin accumulation in volts,
j_s = j_up - j_down = spin current density along the film normal z,
G = contact conductance per spin channel and area (infinite = perfect).
The outer surface is z = 0 and the absorbing interface is z = d.

The reference side is a finite-volume solution of two separate spin channels
coupled by spin flips; it makes no use of hyperbolic functions.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.sparse import bmat, diags, identity
from scipy.sparse.linalg import spsolve

lam = 1.5e-9
d_film = 5.0e-9
theta = 0.10
sigma = 4.0e6
j_c = 1.0e11
J0 = theta * j_c


def solve_channels(d, G=np.inf):
    """Return cell centres, V_s, delivered spin current and charge current."""
    n = max(300, int(round(300 * d / lam)))
    h = d / n
    flip = sigma / (4 * lam**2)          # spin-flip conductance per volume
    link = sigma / (2 * h)               # one channel, between cell centres
    half = sigma / h                     # one channel, centre to interface
    passed = 1.0 if np.isinf(G) else G / (G + half)
    main = np.full(n, 2 * link)
    main[0] = link                       # closed outer surface
    main[-1] = link + passed * half      # contact to the absorber
    off = np.full(n - 1, -link)
    transport = diags([off, main, off], [-1, 0, 1])
    mix = flip * h * identity(n)
    matrix = bmat([[transport + mix, -mix], [-mix, transport + mix]],
                  format="csc")
    source = np.zeros(n)
    source[0] -= J0 / 2                  # Hall current starts at the surface
    source[-1] += (1 - passed) * J0 / 2
    V = spsolve(matrix, np.concatenate([source, -source]))
    up, down = V[:n], V[n:]
    j_up = passed * (half * up[-1] + J0 / 2)
    j_down = passed * (half * down[-1] - J0 / 2)
    z = (np.arange(n) + 0.5) * h
    return z, up - down, j_up - j_down, j_up + j_down


def fraction(d):
    return 1 - 1 / np.cosh(d / lam)


def accumulation(z, d):
    scale = 2 * J0 * lam / sigma
    return -scale * np.sinh((d - z) / lam) / np.cosh(d / lam)


def delivered(d, G):
    r = sigma / (2 * lam * G)
    return J0 * fraction(d) / (1 + r * np.tanh(d / lam))


# Relative discretization error is of order (h/lam)^2, about 1e-5.
tol = 2e-5
d_thick = 20 * lam

# Delivered current, thick-film limit and absence of net charge flow
z, V_num, js_film, charge_film = solve_channels(d_film)
_, _, js_thick, charge_thick = solve_channels(d_thick)
ratio_num = js_film / js_thick
assert abs(js_thick / J0 - 1) < tol
assert abs(ratio_num - fraction(d_film)) < tol
assert round(100 * ratio_num) == 93
assert max(abs(charge_film), abs(charge_thick)) < 1e-7 * J0

# Accumulation profile
V_formula = accumulation(z, d_film)
assert np.max(np.abs(V_num - V_formula)) < tol * np.max(np.abs(V_formula))

# Delivered spin equals the total relaxation inside the film
integral = quad(lambda x: accumulation(x * lam, d_film) * 1e6,
                0, d_film / lam)[0] * lam * 1e-6
relaxed = -sigma / (2 * lam**2) * integral
assert abs(relaxed / js_film - 1) < tol

# Thickness dependence
table = []
for d in (1.5e-9, 3.0e-9, 5.0e-9, 8.0e-9):
    value = solve_channels(d)[2] / js_thick
    assert abs(value - fraction(d)) < tol
    table.append((d, value))

# Thickness needed for a chosen fraction
needed = []
for target in (0.95, 0.99):
    d = lam * np.arccosh(1 / (1 - target))
    assert abs(solve_channels(d)[2] / js_thick - target) < tol
    needed.append((target, d))

# The simple exponential estimate misses the true shortfall by nearly two
naive = 1 - np.exp(-d_film / lam)
shortfall_factor = (1 - ratio_num) / (1 - naive)
assert abs(naive - ratio_num) > 0.03
assert 1.95 < shortfall_factor < 2.0

# Imperfect contact: absolute efficiency falls, thickness ratio barely moves
G_contact = 1.0e15
js_contact = solve_channels(d_film, G_contact)[2]
js_contact_thick = solve_channels(d_thick, G_contact)[2]
assert abs(js_contact / delivered(d_film, G_contact) - 1) < tol
assert abs(js_contact_thick / delivered(d_thick, G_contact) - 1) < tol
ratio_contact = js_contact / js_contact_thick
assert js_contact < 0.5 * js_film
assert abs(ratio_contact - ratio_num) < 0.005

G_poor = 1.0e11
ratio_poor = (solve_channels(d_film, G_poor)[2]
              / solve_channels(d_thick, G_poor)[2])
assert abs(ratio_poor - np.tanh(d_film / (2 * lam))) < tol

flux = constants.hbar / (2 * constants.e) * js_film
r_contact = sigma / (2 * lam * G_contact)

print(f"spin diffusion length: {lam*1e9:.1f} nm")
print(f"film thickness: {d_film*1e9:.1f} nm")
print(f"spin-Hall angle: {theta:.2f} (no unit)")
print(f"conductivity: {sigma:.1e} S/m")
print(f"charge current density: {j_c:.1e} A/m^2")
print(f"thickness / diffusion length: {d_film/lam:.4f} (no unit)")
print(f"cosh(d/lam): {np.cosh(d_film/lam):.3f} (no unit)")
print(f"sech(d/lam): {1/np.cosh(d_film/lam):.4f} (no unit)")
print(f"fraction of thick film, formula: {100*fraction(d_film):.2f} percent")
print(f"fraction of thick film, two-channel solution: {100*ratio_num:.2f} percent")
print(f"thick-film spin current, two-channel: {js_thick:.3e} A/m^2")
print(f"5 nm film spin current, two-channel: {js_film:.3e} A/m^2")
print(f"5 nm film efficiency j_s/j_c: {js_film/j_c:.4f} (no unit)")
print(f"5 nm film angular-momentum flux: {flux:.3e} J/m^2")
print(f"accumulation scale 2*J0*lam/sigma: {2*J0*lam/sigma*1e6:.3f} microvolt")
print(f"accumulation at outer surface: {accumulation(0, d_film)*1e6:.3f} microvolt")
print(f"spin current from relaxation integral: {relaxed:.3e} A/m^2")
for d, value in table:
    print(f"fraction at thickness {d*1e9:.1f} nm: {100*value:.2f} percent")
for target, d in needed:
    print(f"thickness for {100*target:.0f} percent: {d*1e9:.2f} nm")
print(f"simple estimate 1-exp(-d/lam): {100*naive:.2f} percent")
print(f"true shortfall / simple shortfall: {shortfall_factor:.3f} (no unit)")
print(f"imperfect contact conductance G: {G_contact:.1e} S/m^2")
print(f"contact parameter r: {r_contact:.3f} (no unit)")
print(f"imperfect contact, 5 nm spin current: {js_contact:.3e} A/m^2")
print(f"imperfect contact, thick-film spin current: {js_contact_thick:.3e} A/m^2")
print(f"imperfect contact, fraction of thick film: {100*ratio_contact:.2f} percent")
print(f"very poor contact, fraction of thick film: {100*ratio_poor:.2f} percent")
print("finished without a failed check")
```

Running it gives:

```
spin diffusion length: 1.5 nm
film thickness: 5.0 nm
spin-Hall angle: 0.10 (no unit)
conductivity: 4.0e+06 S/m
charge current density: 1.0e+11 A/m^2
thickness / diffusion length: 3.3333 (no unit)
cosh(d/lam): 14.034 (no unit)
sech(d/lam): 0.0713 (no unit)
fraction of thick film, formula: 92.87 percent
fraction of thick film, two-channel solution: 92.87 percent
thick-film spin current, two-channel: 1.000e+10 A/m^2
5 nm film spin current, two-channel: 9.287e+09 A/m^2
5 nm film efficiency j_s/j_c: 0.0929 (no unit)
5 nm film angular-momentum flux: 3.057e-06 J/m^2
accumulation scale 2*J0*lam/sigma: 7.500 microvolt
accumulation at outer surface: -7.481 microvolt
spin current from relaxation integral: 9.287e+09 A/m^2
fraction at thickness 1.5 nm: 35.19 percent
fraction at thickness 3.0 nm: 73.42 percent
fraction at thickness 5.0 nm: 92.87 percent
fraction at thickness 8.0 nm: 99.03 percent
thickness for 95 percent: 5.53 nm
thickness for 99 percent: 7.95 nm
simple estimate 1-exp(-d/lam): 96.43 percent
true shortfall / simple shortfall: 1.997 (no unit)
imperfect contact conductance G: 1.0e+15 S/m^2
contact parameter r: 1.333 (no unit)
imperfect contact, 5 nm spin current: 3.986e+09 A/m^2
imperfect contact, thick-film spin current: 4.286e+09 A/m^2
imperfect contact, fraction of thick film: 93.01 percent
very poor contact, fraction of thick film: 93.11 percent
finished without a failed check
```
